# Film conductivity as a kernel average of the mean-free-path accumulation function: a numerical check

```python
"""Size-dependent heat conduction as a kernel average of the accumulation function.

Result under test:  R(d) = kappa(d)/kappa_bulk = S_inf + integral K(x) alpha(x d) dx
  d      film thickness; heat flows along the film, walls scatter diffusely
  x      mean free path / d
  S(x)   fraction of a mode's bulk conductivity that survives in the film
  K(x)   -dS/dx, the kernel;  S_inf = S(infinity), zero for diffuse walls
  alpha  fraction of bulk conductivity carried by mean free paths up to a length
Model solid: three equal Debye branches, mean free path = PATH_D*(E_D/E)**2.
Energies in eV, lengths in angstrom, conductivity as hbar*kappa/k_B in eV/angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expn, gamma

HV = 0.03        # hbar * sound speed, eV angstrom
E_D = 0.04       # Debye energy, eV
KT = 0.025       # thermal energy, eV
PATH_D = 100.0   # mean free path at the Debye energy, angstrom
X_MAX = 1.0e7    # upper cut of kernel integrals; neglected weight is S(X_MAX)


def unit_gauss(n):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (t + 1), 0.5 * w


NODE, WEIGHT = unit_gauss(600)
NODE_S, WEIGHT_S = unit_gauss(40)


def suppression(x):
    """S(x), with the angular integrals written as exponential integrals."""
    r = 1 / x
    return 1 - 3 * x / 8 + 1.5 * x * (expn(3, r) - expn(5, r))


def kernel(x):
    """K(x) = -dS/dx from the analytic derivative."""
    r = 1 / x
    return 3 / 8 - 1.5 * (expn(3, r) - expn(5, r)
                          + r * (expn(2, r) - expn(4, r)))


def heat_capacity(energy):
    """Heat capacity of one mode in units of k_B."""
    half = energy / (2 * KT)
    return (half / np.sinh(half)) ** 2


def heat_integral(energy):
    """Integral of the mode heat capacity from zero to energy, eV."""
    energy = np.asarray(energy, dtype=float)
    return energy * (heat_capacity(energy[..., None] * NODE_S) @ WEIGHT_S)


H_D = float(heat_integral(E_D))


def accumulation(path):
    """alpha(path) of the model solid."""
    path = np.maximum(path, PATH_D)
    return 1 - heat_integral(E_D * np.sqrt(PATH_D / path)) / H_D


def ratio_from_modes(d, s_function=suppression):
    """R(d) from the definition: every frequency weighted by its own S."""
    energy = E_D * NODE
    path = PATH_D / NODE ** 2
    return E_D * np.sum(WEIGHT * heat_capacity(energy)
                        * s_function(path / d)) / H_D


def kernel_integral(factor, low, high=X_MAX, k_function=kernel):
    """Integral of k_function(x)*factor(x) over (low, high), in log x."""
    span = np.log(high / low)
    x = low * np.exp(span * NODE)
    return span * np.sum(WEIGHT * x * k_function(x) * factor(x))


def ratio_from_accumulation(d, k_function=kernel):
    """Kernel average of alpha; alpha vanishes below PATH_D."""
    return kernel_integral(lambda x: accumulation(x * d), PATH_D / d,
                           k_function=k_function)


def suppression_from_transport(x, steps=4000):
    """Solve x*mu*dg/dz = 1-g, g(0)=0, by finite differences and average."""
    mu, w = unit_gauss(60)
    a = x * mu * steps
    g = np.zeros_like(mu)
    total = np.zeros_like(mu)
    for _ in range(steps):
        g_next = ((a - 0.5) * g + 1) / (a + 0.5)
        total += 0.5 * (g + g_next) / steps
        g = g_next
    return 1.5 * np.sum(w * (1 - mu ** 2) * total)


# --- film suppression function and its kernel ---
transport_rows = []
for x in (0.1, 1.0, 10.0):
    numeric = suppression_from_transport(x)
    assert abs(numeric - suppression(x)) < 1e-5
    transport_rows.append((x, numeric, suppression(x), kernel(x)))
for x in (0.3, 3.0, 30.0):
    h = 1e-4 * x
    slope = (suppression(x + h) - suppression(x - h)) / (2 * h)
    assert abs(-slope - kernel(x)) < 1e-7
x_grid = np.logspace(-3, 5, 400)
assert np.all(kernel(x_grid) > 0)
assert abs(kernel(1e-3) - 3 / 8) < 1e-10
thin_law = 0.75 / 1e4 * (np.log(1e4) + 1 - np.euler_gamma)
assert abs(thin_law / suppression(1e4) - 1) < 1e-3


def moment_formula(q):
    return 3 * gamma(q + 1) / ((1 - q) * (1 + q) * (3 + q))


# tolerance covers the weight cut off beyond X_MAX, about 1.2e-6
norm = kernel_integral(lambda x: 1.0, 1e-9)
assert abs(norm - 1) < 5e-6
moment_half = kernel_integral(lambda x: x ** -0.5, 1e-12)
assert abs(moment_half - moment_formula(0.5)) < 5e-6
moment_quarter = kernel_integral(lambda x: x ** -0.25, 1e-12)
assert abs(moment_quarter - moment_formula(0.25)) < 5e-6
x10, x50, x90 = [brentq(lambda x: 1 - suppression(x) - p, 1e-3, 1e3)
                 for p in (0.1, 0.5, 0.9)]

# --- bulk conductivity and alpha against a sum over wave vectors ---
kappa = PATH_D * E_D ** 2 * H_D / (2 * np.pi ** 2 * HV ** 2)
n_grid = 120
k_max = E_D / HV
k_line = (np.arange(n_grid) + 0.5) * k_max / n_grid
kx, ky, kz = np.meshgrid(k_line, k_line, k_line, indexing="ij", sparse=True)
k_sq = kx ** 2 + ky ** 2 + kz ** 2
inside = k_sq < k_max ** 2
mode_path = PATH_D * k_max ** 2 / k_sq
share = heat_capacity(HV * np.sqrt(k_sq)) * HV * mode_path * kx ** 2 / k_sq
cell = 3 * 8 * (k_max / n_grid) ** 3 / (2 * np.pi) ** 3
kappa_sum = cell * share[inside].sum()
alpha_sum = cell * share[inside & (mode_path <= 1000.0)].sum() / kappa_sum
# tolerance: the grid resolves the 1/k^2 peak and the sphere surface to < 1 %
assert abs(kappa_sum / kappa - 1) < 0.01
assert abs(alpha_sum - accumulation(1000.0)) < 0.01

# --- the identity for the continuous spectrum, and the bounds on alpha ---
rows = []
for d in (1e2, 1e3, 1e4, 1e5):
    direct = ratio_from_modes(d)
    averaged = ratio_from_accumulation(d)
    assert abs(direct - averaged) < 5e-6
    a_grid, s_grid = accumulation(x_grid * d), suppression(x_grid)
    assert np.all(a_grid * s_grid <= direct + 1e-6)
    assert np.all(direct <= a_grid * (1 - s_grid) + s_grid + 1e-6)
    rows.append((d, direct, averaged, accumulation(d), accumulation(x50 * d),
                 max(0.0, 2 * direct - 1), min(1.0, 2 * direct)))

# --- the identity for three discrete modes: alpha is a staircase ---
paths = np.array([50.0, 400.0, 9000.0])
parts = np.array([0.2, 0.5, 0.3])
d_film = 1000.0
stair_direct = np.sum(parts * suppression(paths / d_film))
edges = np.append(paths / d_film, X_MAX)
stair_average = sum(level * kernel_integral(lambda x: 1.0, lo, hi)
                    for level, lo, hi in zip(np.cumsum(parts),
                                             edges[:-1], edges[1:]))
assert abs(stair_direct - stair_average) < 5e-6

# --- a suppression function that does not vanish needs the boundary term ---
S_INF = 0.2
full = ratio_from_modes(d_film, lambda x: S_INF + (1 - S_INF) / (1 + x ** 2))
only_kernel = ratio_from_accumulation(
    d_film, lambda x: 2 * (1 - S_INF) * x / (1 + x ** 2) ** 2)
assert abs(full - only_kernel - S_INF) < 5e-6

# --- same alpha, different film: walls specular (S=1) for one mode only ---
short, long_path = 100.0, 10000.0
long_specular = 0.5 * (suppression(short / d_film) + 1)
short_specular = 0.5 * (1 + suppression(long_path / d_film))
assert abs(long_specular - short_specular) > 0.1

# --- thick films: deficit proportional to d**(-1/2) ---
thick = []
for d, tolerance in ((1e6, 1e-2), (1e8, 1e-3)):
    deficit = 1 - ratio_from_modes(d)
    law = E_D / H_D * moment_formula(0.5) * np.sqrt(PATH_D / d)
    assert abs(deficit / law - 1) < tolerance
    thick.append((d, deficit, law))

to_si = const.e / const.angstrom * const.k / const.hbar
print(f"hbar*v = {HV} eV angstrom; Debye energy = {E_D} eV")
print(f"k_B*T = {KT} eV; shortest mean free path = {PATH_D:.0f} angstrom")
print("x, S from transport solution, S formula, K (dimensionless):")
for row in transport_rows:
    print("  %5.1f  %.5f  %.5f  %.5f" % row)
print(f"S(10000) = {suppression(1e4):.4e}; thin-film law = {thin_law:.4e}")
print(f"kernel weight, numerical = {norm:.6f}")
print(f"moment q=1/2: numerical {moment_half:.5f}, "
      f"formula {moment_formula(0.5):.5f}")
print(f"moment q=1/4: numerical {moment_quarter:.5f}, "
      f"formula {moment_formula(0.25):.5f}")
print(f"x at 10, 50, 90 % of kernel weight = {x10:.4f}, {x50:.4f}, {x90:.4f}")
print(f"heat integral H(E_D) = {H_D:.6f} eV; E_D/H(E_D) = {E_D / H_D:.5f}")
print(f"bulk hbar*kappa/k_B: formula {kappa:.5f}, "
      f"wave-vector sum {kappa_sum:.5f} eV/angstrom")
print(f"bulk kappa = {kappa * to_si:.2f} W/(m K)")
print(f"alpha(1000 angstrom): formula {accumulation(1000.0):.4f}, "
      f"wave-vector sum {alpha_sum:.4f}")
print("d (angstrom), R from modes, R from alpha, alpha(d), alpha(x50*d),")
print("  lower and upper bound on alpha(x50*d):")
for row in rows:
    print("  %7.0f  %.5f  %.5f  %.5f  %.5f  %.4f  %.4f" % row)
print("d (angstrom), film hbar*kappa/k_B (eV/angstrom):")
for row in rows:
    print(f"  {row[0]:7.0f}  {row[1] * kappa:.5f}")
print(f"film kappa at d = {rows[1][0]:.0f} angstrom: "
      f"{rows[1][1] * kappa * to_si:.2f} W/(m K)")
print("three modes: mean free paths (angstrom)", paths, "shares", parts)
print(f"  d = {d_film:.0f} angstrom: R from modes {stair_direct:.5f}, "
      f"from staircase {stair_average:.5f}")
print(f"S = {S_INF} + {1 - S_INF:.1f}/(1+x^2), d = {d_film:.0f} angstrom: "
      f"R = {full:.5f}, kernel part = {only_kernel:.5f}")
print(f"two equal modes, {short:.0f} and {long_path:.0f} angstrom, "
      f"d = {d_film:.0f} angstrom:")
print(f"  R = {long_specular:.4f} (long mode specular), "
      f"{short_specular:.4f} (short mode specular)")
print("thick film: d (angstrom), 1-R from modes, square-root law:")
for row in thick:
    print("  %.0e  %.4e  %.4e" % row)
print("ALL CHECKS PASSED")
```

Printed output:

```
hbar*v = 0.03 eV angstrom; Debye energy = 0.04 eV
k_B*T = 0.025 eV; shortest mean free path = 100 angstrom
x, S from transport solution, S formula, K (dimensionless):
    0.1  0.96250  0.96250  0.37499
    1.0  0.68386  0.68386  0.22249
   10.0  0.20913  0.20913  0.01387
S(10000) = 7.2249e-04; thin-film law = 7.2248e-04
kernel weight, numerical = 0.999999
moment q=1/2: numerical 1.01283, formula 1.01283
moment q=1/4: numerical 0.89246, formula 0.89246
x at 10, 50, 90 % of kernel weight = 0.2676, 2.1951, 28.4549
heat integral H(E_D) = 0.037359 eV; E_D/H(E_D) = 1.07069
bulk hbar*kappa/k_B: formula 0.33647, wave-vector sum 0.33516 eV/angstrom
bulk kappa = 70.58 W/(m K)
alpha(1000 angstrom): formula 0.6638, wave-vector sum 0.6665
d (angstrom), R from modes, R from alpha, alpha(d), alpha(x50*d),
  lower and upper bound on alpha(x50*d):
      100  0.33824  0.33824  0.00000  0.29996  0.0000  0.6765
     1000  0.70375  0.70374  0.66381  0.77221  0.4075  1.0000
    10000  0.89634  0.89634  0.89301  0.92776  0.7927  1.0000
   100000  0.96619  0.96619  0.96614  0.97715  0.9324  1.0000
d (angstrom), film hbar*kappa/k_B (eV/angstrom):
      100  0.11381
     1000  0.23679
    10000  0.30159
   100000  0.32509
film kappa at d = 1000 angstrom: 49.67 W/(m K)
three modes: mean free paths (angstrom) [  50.  400. 9000.] shares [0.2 0.5 0.3]
  d = 1000 angstrom: R from modes 0.68981, from staircase 0.68981
S = 0.2 + 0.8/(1+x^2), d = 1000 angstrom: R = 0.70644, kernel part = 0.50644
two equal modes, 100 and 10000 angstrom, d = 1000 angstrom:
  R = 0.9813 (long mode specular), 0.6046 (short mode specular)
thick film: d (angstrom), 1-R from modes, square-root law:
  1e+06  1.0796e-02  1.0844e-02
  1e+08  1.0839e-03  1.0844e-03
ALL CHECKS PASSED
```
